# Comment on inferring work functions from Fowler-Nordheim slopes

**The argument under review**

Two cold field emitters, A and B, are measured under the same applied macroscopic field \(F_M\). For each, \(\ln(I/F_M^2)\) is plotted against \(1/F_M\), where \(I\) is the emitted current. Both plots are nearly straight, with the same slope magnitude \(S\approx 65\) V/µm. Emitter A is known to have a work function of 4.5 eV and a field enhancement of 1000. The argument then says: "The Fowler-Nordheim slope is proportional to \(\phi^{3/2}\). The slopes are equal, so emitter B also has a work function of 4.5 eV."

The proportionality is right for a triangular barrier, but the conclusion needs a further premise, that both surfaces feel the same local field. Two questions must be settled. How much do the current data say about \(\phi\) when the local field is unknown? If they do not say enough, which measurement supplies the rest?

**Model and conventions**

Formulas are in Hartree atomic units; numbers are in eV, V/nm and V/µm. The local field is \(F=\gamma F_M\), with a constant enhancement \(\gamma\). All energies are measured from the Fermi level. The metal is a free-electron gas with a band deep enough that its bottom does not matter, and the emitting area \(A\) is flat and uniform. The temperature is zero and the image force is left out at first; both are restored below.

An electron whose motion normal to the surface carries energy \(W\) meets the barrier \(\phi-W-Fx\), which ends at \(x_1=(\phi-W)/F\). In the simplest semiclassical (JWKB) approximation, the transmission is the exponential of minus twice the integrated decay constant:

\[
2\int_0^{x_1}\sqrt{2(\phi-W-Fx)}\,dx
=2\sqrt2\,\frac{2}{3F}(\phi-W)^{3/2},
\]

\[
D(W)=\exp\left[-\frac{b(\phi-W)^{3/2}}{F}\right],\qquad b=\frac{4\sqrt2}{3}.
\]

Next, count the arriving electrons. With two spin states, the flux from a cell of k-space is \(2k_z\,d^3k/(2\pi)^3\). Here \(k_z\,dk_z=dW\), and the transverse area element is \(2\pi k_\parallel dk_\parallel=2\pi\,dE_\parallel\). At fixed \(W\), a change in transverse energy equals the change in total energy \(\varepsilon\). The arriving flux per unit \(W\) and \(\varepsilon\) is therefore \(2\cdot2\pi/(8\pi^3)=1/(2\pi^2)\). Since the transverse energy is not negative, \(W\le\varepsilon\), and the emitted current density per unit total energy is

\[
j(\varepsilon)=\frac{1}{2\pi^2}\int_{-\infty}^{\varepsilon}D(W)\,dW,\qquad \varepsilon<0.
\]

**What the current can tell**

Integrate \(j\) over \(\varepsilon\) from \(-\infty\) to 0 and exchange the order of integration. A given \(W\) contributes for all \(\varepsilon\) between \(W\) and 0, an interval of length \(-W\):

\[
J=\frac{1}{2\pi^2}\int_{-\infty}^{0}(-W)D(W)\,dW.
\]

Now measure energy in units of the work function, \(W=-\phi u\). Then \((-W)\,dW\) supplies \(\phi^2u\,du\), and the exponent becomes \(-B(1+u)^{3/2}\):

\[
J=\frac{\phi^2}{2\pi^2}G(B),\qquad
G(B)=\int_0^\infty u\,e^{-B(1+u)^{3/2}}du,
\]

\[
B=\frac{b\phi^{3/2}}{\gamma F_M}.
\]

The current \(I=AJ\) depends on the emitter through two combinations, \(\phi^{3/2}/\gamma\) and \(A\phi^2\). Emitters that agree in both have the same current at every applied field. The conditions are

\[
\frac{\gamma_B}{\gamma_A}=\left(\frac{\phi_B}{\phi_A}\right)^{3/2},\qquad
\frac{A_B}{A_A}=\left(\frac{\phi_A}{\phi_B}\right)^2 .
\]

Within this model, then, the intercept and the slight curvature of the plot do not help either, if the area is unknown. No expansion of the exponent was used.

To recover the usual straight line, take \(B\gg1\), so that small \(u\) dominates. With \((1+u)^{3/2}=1+\tfrac32u+\tfrac38u^2+\dots\),

\[
G\simeq e^{-B}\int_0^\infty u\,e^{-3Bu/2}\left(1-\tfrac38Bu^2\right)du .
\]

The first integral is \(1/(3B/2)^2=4/(9B^2)\). The second is \(\tfrac38B\cdot6/(3B/2)^4=4/(9B^3)\). Hence \(G\simeq(4/9B^2)e^{-B}(1-1/B)\). Since \(b^2=32/9\), we have \(\phi^2/B^2=9F^2/(32\phi)\), and

\[
J\simeq\frac{F^2}{16\pi^2\phi}\,e^{-B}\left(1-\frac1B\right).
\]

Dividing by \(F_M^2\) removes the field from the prefactor. The slope magnitude is \(S\simeq S_0=b\phi^{3/2}/\gamma\), and \(B=S_0/F_M\). The factor \(1-1/B\) lowers the slope by about \(1/B^2\), relative to \(S_0\).

**Two emitters with one slope**

Let emitter B have \(\phi_B=3.0\) eV. Equal slopes require \(\gamma_B=1000\,(3.0/4.5)^{3/2}=544.3\), and equal currents require \(A_B=100\,(4.5/3.0)^2=225\) nm² if \(A_A=100\) nm². In practical units \(b=6.831\) V nm⁻¹ eV⁻³ᐟ², so for emitter A

\[
S_0=\frac{6.831\times4.5^{3/2}}{1000}\ \text{V/nm}=65.21\ \text{V/µm}.
\]

Emitter B gives the same number by construction. At \(F_M=5\) V/µm, the local fields are 5.00 and 2.72 V/nm, and both exponents are \(B=65.21/5=13.04\).

The currents were also computed by direct integration over k-space, for a band 9 eV deep. Both emitters give 0.0431 nA at 4 V/µm, 1.733 nA at 5 V/µm and 21.67 nA at 6 V/µm. Over this range the largest relative difference between the two curves is about \(10^{-10}\), so the finite band is harmless here. The fitted slope is 64.91 V/µm for both, 0.5% below \(S_0\); the estimate \(1/B^2\) is 0.6%.

If the enhancement of A is assigned to B, the fitted slope returns 4.49 eV for an emitter whose work function is 3.0 eV. The fit is good and the answer is wrong by half. If \(\gamma_B\) were known independently, the same slope would, within this model, be a valid measure of \(\phi_B\).

**What the energy spectrum adds**

The same substitution, applied to the spectrum before its last integration, gives

\[
j(\varepsilon)=\frac{\phi}{2\pi^2}K\!\left(-\frac{\varepsilon}{\phi}\right),\qquad
K(x)=\int_x^\infty e^{-B(1+u)^{3/2}}du .
\]

Two emitters with equal \(B\) share the function \(K\), but its energy axis is stretched by \(\phi\). At the same slope parameter and the same applied field, every width of the cold spectrum is therefore proportional to the work function. The current loses this information because the stretch enters it as a factor \(\phi^2\), which an unknown area absorbs.

To obtain the size of the width, expand the exponent of \(D\) about the Fermi level:

\[
-\frac{b(\phi-W)^{3/2}}{F}\simeq-B+\frac{W}{d},\qquad
\frac1d=\frac{3b\sqrt\phi}{2F}=\frac{2\sqrt{2\phi}}{F}.
\]

Integration over \(W\) leaves \(j\propto e^{\varepsilon/d}\) below the Fermi level and nothing above it. The spectrum falls to half its edge value at \(\varepsilon=-d\ln2\), so its full width at half maximum is \(d\ln2\). From the first form of \(1/d\) and \(B=b\phi^{3/2}/F\),

\[
d=\frac{2F}{3b\sqrt\phi}=\frac{2\phi}{3B}.
\]

Replacing \(B\) by \(S/F_M\) gives the missing relation, and the slope then gives the enhancement:

\[
\phi=\frac32\,\frac{S}{F_M}\,d,\qquad \gamma=\frac{b\phi^{3/2}}{S}.
\]

The slope fixes \(\phi^{3/2}/\gamma\), while the width at known \(F_M\) fixes \(\gamma/\sqrt\phi\). Their product is \(\phi\). Small relative errors add as \(\delta\phi/\phi=\delta S/S+\delta d/d\). Since \(\gamma\propto S^{1/2}d^{3/2}\), they give \(\delta\gamma/\gamma=\tfrac12\delta S/S+\tfrac32\delta d/d\).

The expansion has a correction of order \(1/B\). For large \(B\), the integral \(K(x)\) is dominated by its lower end, so

\[
K(x)\simeq\frac{e^{-B(1+x)^{3/2}}}{\tfrac32B\sqrt{1+x}} .
\]

Setting \(K(x)=K(0)/2\), taking logarithms and keeping terms through order \(1/B\), with \(x\) itself of that order, gives

\[
B\left(\tfrac32x+\tfrac38x^2\right)+\tfrac12x=\ln2 .
\]

The leading solution is \(x_0=2\ln2/(3B)\). Put \(x=x_0(1-\eta)\); then \(\tfrac32B\eta=\tfrac38Bx_0+\tfrac12\), or \(\eta=x_0/4+1/(3B)\). The width becomes

\[
w=d\ln2\left[1-\frac1B\left(\frac13+\frac{\ln2}{6}\right)\right].
\]

For the two emitters, \(d_A=2(4.5)/(3\times13.04)=0.230\) eV and \(d_B=0.153\) eV. The leading widths are 159.4 and 106.3 meV. The correction predicts a reduction of 3.4%; the widths of the full spectra are 154.5 and 103.0 meV, which is 3.1% lower. Their ratio is 1.500, the ratio of the work functions.

**Which field is held fixed, and which energy is measured**

At equal local field, \(d=F/(2\sqrt{2\phi})\) makes the lower work function give the broader spectrum. If emitter B is raised to the 5 V/nm of emitter A, its cold width becomes 184.9 meV, more than the 154.5 meV of A. At equal applied field and equal slope the order is reversed, because B then works at a much lower local field. A comparison of widths means little until it says which field was held fixed.

The analyser must also measure total energy. The distribution in normal energy is the integrand of \(J\), proportional to \((-W)e^{W/d}\). With \(q=-W/d\), the function \(qe^{-q}\) peaks at \(q=1\) and has half that height at \(q=0.232\) and \(q=2.678\). Its width is \(2.45d\) instead of \(0.69d\). Taking one for the other changes the inferred work function by a factor of about 3.5.

**Room temperature**

At finite temperature the occupation factor rounds the upper edge:

\[
j\propto\frac{e^{\varepsilon/d}}{1+e^{\varepsilon/kT}},\qquad p=\frac{kT}{d}<1 .
\]

For \(p\ge1\) the linearized spectrum no longer falls above the Fermi level, and the description fails. With \(y=e^{\varepsilon/kT}\), the shape is \(y^p/(1+y)\). Its logarithmic derivative vanishes when \(p=y/(1+y)\), or \(y=p/(1-p)\), where the height is \(p^p(1-p)^{1-p}\). The half-height points \(y_1<y_2\) solve

\[
\frac{y^p}{1+y}=\frac12p^p(1-p)^{1-p},\qquad w=kT\ln\frac{y_2}{y_1}.
\]

The width is the same for \(p\) and \(1-p\), which give mirror-image spectra. A measured \(w\) at known \(T\) thus gives \(d\) numerically once the branch is chosen; here it is \(p<\tfrac12\), for which the longer tail lies below the Fermi level.

At 300 K, \(kT=25.85\) meV, so \(p=0.11\) for A and 0.17 for B. The computed widths rise to 252.6 and 196.8 meV. Dividing the first by \(\ln2\), as if the emitter were cold, would give \(d=364\) meV and a work function near 7.1 eV for A. The finite-temperature shape instead gives \(d=221.2\) and 147.0 meV. With the slopes fitted at 300 K, 64.68 and 64.40 V/µm,

\[
\phi_A=\frac32\,\frac{64.68}{5}\,(0.2212\ \text{eV})=4.29\ \text{eV},
\]

and likewise \(\phi_B=2.84\) eV. These lie 4.6% and 5.4% below the true values. The error of A is made of 3.8% in \(d\) and 0.8% in \(S\), relative to their linearized values; that of B, of 4.2% and 1.2%. The enhancements come out as 939 and 508, about 6% and 7% low. The two emitters remain clearly separated.

Heat also breaks the coincidence of the current curves slightly. Integrating the spectrum with \(y\) as variable gives

\[
kT\int_0^\infty\frac{y^{p-1}}{1+y}\,dy=\frac{\pi kT}{\sin\pi p}
=d\,\frac{\pi p}{\sin\pi p}.
\]

The cold integral is \(d\), so the current grows by \(\pi p/\sin\pi p\), here 1.02 for A and 1.05 for B. The full integration gives 1.023 and 1.052. In principle this difference carries information on \(\phi\), but its effect on the slopes is a mismatch of only 0.4%.

An analyser with a Gaussian resolution of 30 meV (full width at half maximum) would broaden the 300 K spectra to 256.8 and 201.3 meV. That adds about 2% to the widths. Left uncorrected, it would raise the inferred work functions by about 2.5% for A and 4% for B; it can be removed if the resolution is known.

**The neglected transmission prefactor**

The semiclassical exponential leaves out the matching of the wave at the metal surface. Take a sharp potential step, with \(k=\sqrt{2E_F}\) inside, where \(E_F\) is the band depth, and decay constant \(\kappa=\sqrt{2\phi}\) just outside. For a thick barrier, matching the wave and its derivative gives the amplitude \(2k/(k+i\kappa)\) at the surface. The semiclassical continuation carries this to an outgoing flux \(|2k/(k+i\kappa)|^2\kappa e^{-B}\). Dividing by the incident flux \(k\) yields

\[
D\simeq\frac{4k\kappa}{k^2+\kappa^2}e^{-B}
=\frac{4\sqrt{E_F\phi}}{E_F+\phi}\,e^{-B}.
\]

For \(E_F=9\) eV the prefactors are 1.89 and 1.73. The Airy-function solution of the same triangular barrier gives 1.88 and 1.72. In this approximation the factor does not depend on the field, so it alters the apparent area far more than the slope. Inserting the logarithmic derivatives of the Airy transmission in the formula for \(\phi\) gives 4.56 and 3.05 eV, less than 2% high.

**The image force**

A larger correction than that of the prefactor comes from the attraction of the electron to its image. For barrier height \(H=\phi-W\), the potential becomes \(H-Fx-1/(4x)\). Put \(x=(H/F)u\). The barrier is then \(H[1-u-f/(4u)]\), with \(f=F/H^2\), and the action takes the form

\[
g=\frac{bH^{3/2}}{F}v(f),\qquad
v(f)=\frac32\int_{u_1}^{u_2}\sqrt{1-u-\frac{f}{4u}}\,du,
\]

where \(u_1\) and \(u_2\) are the zeros of the root and \(v(0)=1\). The slope needs \(\partial g/\partial(1/F)\), and the width needs \(\partial g/\partial H=1/d\). Since \(\partial f/\partial(1/F)=-Ff\) and \(\partial f/\partial H=-2f/H\), at \(H=\phi\)

\[
S=\frac{b\phi^{3/2}}{\gamma}s,\quad s=v-fv';\qquad
\frac1d=\frac{2\sqrt{2\phi}}{F}t,\quad t=v-\tfrac43fv'.
\]

Here \(S\) is the slope of the exponent alone, without the weak field dependence of the prefactor. Multiplying \(S/F_M\) by \(d\) gives \((2\phi/3)(s/t)\), so

\[
\phi=\frac32\,\frac{S}{F_M}\,d\,\frac ts .
\]

A convenient approximation is \(v\simeq1-f+\tfrac16f\ln f\). It agrees with numerical integration of the action to within 0.005 for both emitters. Differentiation gives \(s\simeq1-f/6\) and \(t\simeq1+f/9-\tfrac1{18}f\ln f\).

Because \(f\) differs between the emitters, the original pair no longer has equal slopes: that of B is 1.4% lower. Reducing \(\gamma_B\) from 544.3 to 537.1 restores equality at 5 V/µm, with a common slope of 61.1 V/µm. The coincidence of the current curves is no longer exact, but with the area free the two cold curves stay proportional to within about 0.4% from 4 to 6 V/µm. For practical purposes the ambiguity therefore survives the image force, and so does its cure: \(d\) is 217.8 meV for A and 142.2 meV for B.

The triangular formula now gives 3.99 and 2.61 eV, which is 11% and 13% low. For A, \(f=0.356\), hence \(s=0.941\), \(t=1.060\) and \(3.994\times1.060/0.941=4.50\) eV. In practice \(f\) is not known beforehand, so the equations for \(S\) and \(d\) are solved together for \(\phi\) and \(\gamma\). With the approximate \(v\), this returns 4.50 and 3.00 eV, and enhancements of 1004 and 539, when the slope of the exponent and the exact \(d\) are supplied. With slopes fitted to the current and \(d\) taken from the widths at 300 K, the same equations give 4.32 and 2.86 eV, about 4 to 5% low, much as for the triangular barrier.

**Relation to real emitters**

A work function of 4.5 eV is roughly that of tungsten, and 3.0 eV is roughly what an electropositive coating can produce. Local fields of a few V/nm are usual for cold metal tips. An enhancement near 1000 is high and needs a very slender emitter; for a tip specified by its voltage, \(\gamma F_M\) is replaced by a constant times that voltage. The triangular barrier is poor for absolute currents. The image force raises them by factors of about 210 for A and 590 for the retuned B, to densities near \(4\times10^9\) A/m² for both. An area obtained by dividing a measured current by the triangular current density, at known \(\phi\) and \(\gamma\), would be too large by these factors, while the work function inferred from slope and width moves by 11 to 13%. Together with the errors of the 300 K analysis, this leaves the triangular formula about 15% low for A and 17% low for B.

Real tips also break the assumption of a flat, uniform surface. The triangular barriers above are 0.9 and 1.1 nm thick at the Fermi level. Outside a sphere of radius \(R\), the term \(Fx\) becomes \(Fx/(1+x/R)\), which thickens them. For \(R=10\) nm, at the same surface field and without the image force, the tunnelling exponential at the Fermi level falls by factors of about 2.8 for A and 3.6 for B, while the work function inferred from slope and \(d\) rises by only about 3%; the inferred enhancement, however, comes out about 11% low for A and 13% low for B. Sharper tips are affected more: at \(R=5\) nm the inferred work function is 5 to 6% high and the enhancement 21 to 26% low. Patches of different work function would mix several slopes and widths; their effect has not been sized here, and it could invalidate the inversion. The shape of the spectrum also assumes a free-electron metal. Surface states or band structure near the Fermi level, as on W(100), and the non-metallic density of states of carbon or semiconductor emitters change the width independently of \(\phi\), and the relation between \(w\) and \(d\) then does not apply as written.

**Assessment**

The claim that emitter B has a work function of 4.5 eV should be withdrawn unless its local field is established independently. A total-energy spectrum of each emitter, taken at a stated applied field and temperature, would decide the matter if both surfaces are close to flat, uniform and free-electron-like: at 300 K and 5 V/µm, the triangular model predicts widths of about 250 meV if B is like A, and about 200 meV if its work function is 3.0 eV. With the image force, at a fitted slope of 64.7 V/µm, the two widths become about 236 and 183 meV, and these are the ones to set against a measurement; in that model a width of 200 meV would point to about 3.5 eV. The remaining values are in the numerical output.

## Computed results

```
applied field for spectra: 5.0 V/um
applied-field scan: 4.0 to 6.0 V/um
band depth: 9.0 eV
temperature: 300 K, kT = 25.85 meV
work function: A 4.50, B 3.00 eV
field enhancement: A 1000.0, B 544.3 
emitting area: A 100.0, B 225.0 nm^2
local field: A 5.000, B 2.722 V/nm
slope S from formula: A 65.207, B 65.207 V/um
slope S fitted, 0 K: A 64.908, B 64.908 V/um
slope S fitted, 300 K: A 64.683, B 64.397 V/um
exponent B: A 13.041, B 13.041 
current at 4.0 V/um, 0 K: A 0.04312, B 0.04312 nA
current at 5.0 V/um, 0 K: A 1.73341, B 1.73341 nA
current at 6.0 V/um, 0 K: A 21.67240, B 21.67240 nA
largest relative current difference, 0 K: 8.7e-11
full current / closed formula, both: 0.9334
work function of B if gamma of A is assumed: 4.486 eV
energy scale d: A 230.0, B 153.4 meV
d ln2: A 159.4, B 106.3 meV
FWHM, 0 K: A 154.5, B 103.0 meV
FWHM ratio A/B, 0 K: 1.5000
FWHM of B at the local field of A, 0 K: 184.9 meV
FWHM, 300 K: A 252.6, B 196.8 meV
analyser resolution (FWHM): 30 meV
FWHM, 300 K with resolution: A 256.8, B 201.3 meV
thermal current factor, 300 K: A 1.0226, B 1.0517 
d recovered from 300 K width: A 221.2, B 147.0 meV
work function recovered, 300 K: A 4.292, B 2.839 eV
field enhancement recovered, 300 K: A 938.9, B 507.5 
Airy transmission / exp(-B): A 1.876, B 1.715 
Airy energy scale d: A 233.3, B 156.3 meV
work function from Airy slope and d: A 4.563, B 3.054 eV
image force, slope of B relative to A before retuning: -1.43 %
image force, enhancement for equal slopes: A 1000.0, B 537.1 
image force, common slope S: 61.125 V/um
image force, energy scale d: A 217.8, B 142.2 meV
image force, current gain over triangle: A 211, B 587 
image force, current density: A 3.92e+09, B 3.96e+09 A/m^2
image force, phi from triangular formula: A 3.994, B 2.608 eV
image force, phi from corrected equations: A 4.502, B 3.001 eV
image force, gamma from corrected equations: A 1003.9, B 539.4
```
